# PASADENA and ALTADENA spectra of an AX pair from parahydrogen

**Question**

I am trying to predict the proton spectrum of a molecule that has just taken up parahydrogen. The two added protons form an AX pair with coupling \(J\), and no other spins matter. I am stuck in three places.

First, the protons start in a singlet. A singlet is unchanged by rotations, so a radiofrequency pulse should do nothing and there should be no signal. Yet strong signals are seen.

Second, I was told to replace the singlet by the order \(I_zS_z\) when the reaction runs inside the magnet (PASADENA). If I then apply a 90° pulse, as I would for a thermal sample, I calculate zero. Which flip angle should I use, and what does the spectrum look like?

Third, if the reaction runs in a weak field and the sample is then carried into the magnet (ALTADENA), the spectrum is said to be different. How can the same starting state give another spectrum, and does the same flip angle remain the best one?

**Answer**

Your first two calculations are right. What is missing is the evolution between the reaction and the pulse, and this is also where the two experiments differ.

**Conventions and the starting state**

Let \(I\) belong to proton A and \(S\) to proton X, both dimensionless spin-1/2 operators. In the rotating frame, with frequencies in Hz,

\[
\frac{H}{h}=-\nu_A I_z-\nu_X S_z+J\,\mathbf I\cdot\mathbf S ,\qquad \delta=\nu_A-\nu_X>0 .
\]

The minus signs make \(\alpha\) (\(m=+\tfrac12\)) the lower Zeeman state of a proton. An AX pair means \(|J|\ll\delta\) at the detection field. I neglect relaxation before detection, and assume that both protons come from one \(\mathrm H_2\) molecule and keep their joint spin state during the reaction.

Since \(\mathbf I\cdot\mathbf S\) equals \(-\tfrac34\) in the singlet and \(+\tfrac14\) in each triplet state, the operator that is 1 on the singlet and 0 on the triplets is

\[
\rho_S=\tfrac14-\mathbf I\cdot\mathbf S=\tfrac14-I_zS_z-(I_xS_x+I_yS_y).
\]

This is the density matrix of pure parahydrogen. It is rotationally invariant, so a hard pulse leaves it alone. It also lies within the states \(\alpha\beta\) and \(\beta\alpha\) (A written first), and \(H\) conserves \(I_z+S_z\), so no transverse magnetisation grows in later. A pulse applied at the moment of formation therefore gives no signal.

**What happens before the pulse**

In the space \(\{\alpha\beta,\beta\alpha\}\) define

\[
\sigma_z=I_z-S_z,\qquad \sigma_x=2(I_xS_x+I_yS_y).
\]

The first is \(+1\) on \(\alpha\beta\) and \(-1\) on \(\beta\alpha\). The second exchanges the two states, because \(I_xS_x+I_yS_y=\tfrac12(I_+S_-+I_-S_+)\). Here \(I_zS_z=-\tfrac14\), and the Zeeman terms give \(\mp\delta/2\), so

\[
\frac{H}{h}=-\frac J4+\frac12\left(J\sigma_x-\delta\sigma_z\right).
\]

This is a two-level system in an effective field along \(\mathbf n=(J,0,-\delta)/D\), with \(D=\sqrt{\delta^2+J^2}\). With \(\sigma_y=2(I_yS_x-I_xS_y)\) as the third component, any normalised state in this space can be written as

\[
\rho=\tfrac14-I_zS_z+\tfrac12\,\mathbf r\cdot\boldsymbol\sigma ,
\]

where \(\tfrac14-I_zS_z\) is half the projector onto the space. Comparison with \(\rho_S\) gives \(\mathbf r=(-1,0,0)\) for the singlet.

**PASADENA: reaction at high field**

After a molecule forms, its vector \(\mathbf r\) precesses about \(\mathbf n\) at frequency \(D\). Molecules formed at different times have different phases. If they form at a uniform rate during a time \(T\), the part of \(\mathbf r\) perpendicular to \(\mathbf n\) is multiplied by a factor of magnitude

\[
\left|\frac1T\int_0^T e^{i2\pi Dt}\,dt\right|=\left|\frac{\sin \pi DT}{\pi DT}\right|\le\frac1{\pi DT}.
\]

The part along \(\mathbf n\) is unaffected. Its length is only \(|J|/D\), so it dominates the leftover when \(\pi|J|T\gg1\). For the leading term \(-I_zS_z\) alone, \(DT\gg1\) is enough. As \(\mathbf r\cdot\mathbf n=-J/D\),

\[
\bar{\mathbf r}=-\frac JD\,\mathbf n=\left(-\frac{J^2}{D^2},\,0,\,\frac{J\delta}{D^2}\right),
\]

\[
\bar\rho=\tfrac14-I_zS_z+\frac{J\delta}{2D^2}(I_z-S_z)-\frac{J^2}{D^2}(I_xS_x+I_yS_y).
\]

In the weak-coupling limit \(J/\delta\to0\) this becomes \(\tfrac14-I_zS_z\). The averaging has removed the part of the singlet that made it rotationally invariant, and a pulse can now act.

**The pulse.** Take a hard pulse of angle \(\theta\) about \(y\), short compared with \(1/|\nu_A|\), \(1/|\nu_X|\) and \(1/|J|\) (the first two are the inverse offsets from the carrier), with \(U=e^{-i\theta(I_y+S_y)}\). It takes \(I_z\) to \(I_z\cos\theta+I_x\sin\theta\), and \(S_z\) likewise. Multiplying the two,

\[
I_zS_z\to\cos^2\theta\, I_zS_z+\sin^2\theta\, I_xS_x+\tfrac12\sin2\theta\,(I_xS_z+I_zS_x),
\]

where \(\sin\theta\cos\theta=\tfrac12\sin2\theta\).

**Detection.** The signal is \(\mathrm{Tr}[\rho(t)(I_-+S_-)]\). For weak coupling I drop the flip-flop part of the coupling, which leaves \(J I_zS_z\). I then move the time dependence onto the detection operator. From \([I_z,I_-]=-I_-\) it follows that \(e^{iaI_z}I_-e^{-iaI_z}=e^{-ia}I_-\). The Zeeman term has \(a=-2\pi\nu_At\) and the coupling has \(a=2\pi JtS_z\), so

\[
I_-(t)=I_-\,e^{i2\pi\nu_At}\,e^{-i2\pi JtS_z}.
\]

For one spin, \(\mathrm{Tr}(I_xI_-)=\tfrac12\) and \(\mathrm{Tr}(I_zI_-)=0\). Hence

\[
I_x:\quad \tfrac12e^{i2\pi\nu_At}\left(e^{-i\pi Jt}+e^{i\pi Jt}\right),
\]

\[
I_xS_z:\quad \tfrac14e^{i2\pi\nu_At}\left(e^{-i\pi Jt}-e^{i\pi Jt}\right).
\]

In-phase magnetisation gives \(+\tfrac12\) on both lines. The antiphase term gives \(+\tfrac14\) at \(\nu_A-J/2\) and \(-\tfrac14\) at \(\nu_A+J/2\). The terms \(I_zS_z\) and \(I_zS_x\) give nothing on A because \(\mathrm{Tr}(I_zI_-)=0\). The term \(I_xS_x\) gives nothing because \(S_x\) has no diagonal elements. The X signal follows by exchanging the spins.

The state before the pulse contains \(-I_zS_z\), so the antiphase terms carry the coefficient \(-\tfrac12\sin2\theta\). The line amplitudes in both doublets are

\[
a_{\nu-J/2}=-\tfrac18\sin2\theta,\qquad a_{\nu+J/2}=+\tfrac18\sin2\theta .
\]

Each doublet is antiphase with zero total area. Setting the derivative \(\tfrac14\cos2\theta\) to zero gives \(\theta=45^\circ\), where each line has magnitude \(\tfrac18\). An antiphase signal needs one spin turned into the transverse plane and its partner left along \(z\), hence the product \(\sin\theta\cos\theta\). At 90° both spins are transverse and the order is \(-I_xS_x\), which your receiver cannot see.

**Check of the signs.** For a diagonal state and small \(\theta\), the pulse changes the density matrix by \(-i\theta[I_y+S_y,\rho]\). With \((I_y)_{\alpha\beta}=-i/2\), the coherence of an A transition is \(\tfrac12\theta(p_\alpha-p_\beta)\), where \(p_\alpha,p_\beta\) are the populations of its two levels. In PASADENA, \(\alpha\beta\) and \(\beta\alpha\) each have population \(\tfrac12\), and \(\alpha\alpha\) and \(\beta\beta\) are empty. With X in \(\alpha\), the A transition lies at \(\nu_A-J/2\) and its upper level is the populated one. This gives \(-\tfrac14\theta\), an emission line. With X in \(\beta\), the line at \(\nu_A+J/2\) has amplitude \(+\tfrac14\theta\). Both agree with the formula at small angle.

**ALTADENA: reaction at low field, then transfer**

The shift difference \(\delta\) is proportional to the field. At low field \(\delta\ll|J|\), so \(\mathbf n\) lies nearly along \(+x\) for \(J>0\) and along \(-x\) for \(J<0\). The singlet, with \(\mathbf r=(-1,0,0)\), is then almost an eigenstate. It is the lower state of the pair for \(J>0\) and the upper one for \(J<0\). It hardly precesses, so the spread of reaction times does little to it.

As the field rises, with its direction taken as fixed, \(\mathbf n\) turns towards \(-z\). If it turns at an angular rate much smaller than \(2\pi D\), the state follows:

- For \(J>0\), \(\mathbf r\) stays antiparallel to \(\mathbf n\) and ends along \(+z\), which is \(\alpha\beta\).
- For \(J<0\), \(\mathbf r\) stays parallel to \(\mathbf n\) and ends along \(-z\), which is \(\beta\alpha\).

With \(s=\mathrm{sgn}(J)\), both cases are contained in

\[
\rho=(\tfrac12+sI_z)(\tfrac12-sS_z)=\tfrac14+\tfrac s2(I_z-S_z)-I_zS_z .
\]

So the same singlet gives a different spectrum because a single level is populated instead of two. The new term \(\tfrac s2(I_z-S_z)\) is ordinary polarisation, opposite on the two protons.

The pulse turns this term into \(\tfrac s2\sin\theta\,(I_x-S_x)\) plus unobservable longitudinal parts. It adds \(\tfrac s4\sin\theta\) to each A line and \(-\tfrac s4\sin\theta\) to each X line. Writing the antiphase part as \(\tfrac18\sin2\theta=\tfrac14\sin\theta\cos\theta\),

\[
\text{A, at }\nu_A\mp J/2:\quad \tfrac14\sin\theta\,(s\mp\cos\theta),
\]

\[
\text{X, at }\nu_X\mp J/2:\quad \tfrac14\sin\theta\,(-s\mp\cos\theta).
\]

For \(0<\theta<90^\circ\) each doublet has a strong line, of magnitude \(\tfrac14\sin\theta(1+\cos\theta)\), and a weak one. Their ratio is

\[
\frac{\text{weak}}{\text{strong}}=\frac{1-\cos\theta}{1+\cos\theta}=\tan^2\frac\theta2 .
\]

A small pulse thus leaves nearly one line per doublet. For \(J>0\) the strong lines are at \(\nu_A+J/2\) (positive) and \(\nu_X-J/2\) (negative), the outer lines of the spectrum. For \(J<0\) they are again the outer lines, with both signs reversed. At 90° the antiphase part vanishes, and each doublet is in phase, with opposite signs for A and X.

The 45° rule does not carry over. For the strong line,

\[
\frac{d}{d\theta}\left[\sin\theta(1+\cos\theta)\right]=\cos\theta+\cos2\theta=(2\cos\theta-1)(\cos\theta+1)=0,
\]

which gives \(\theta=60^\circ\) and the amplitude \(\tfrac14\cdot\tfrac{\sqrt3}2\cdot\tfrac32=0.325\). If you want the largest total area of a doublet, \(\tfrac12\sin\theta\) in magnitude, use 90°.

**Numbers for a model pair**

Take a 400 MHz spectrometer, a shift difference of 2 ppm and \(J=7\) Hz. Then \(\delta=2\times10^{-6}\times400\times10^6=800\) Hz and \(J/\delta=0.00875\). With offsets \(\nu_A=1000\) Hz and \(\nu_X=200\) Hz, the lines lie at 196.5, 203.5, 996.5 and 1003.5 Hz. The weak-coupling amplitudes of the two A lines, lower frequency first, are:

| \(\theta\) | PASADENA | ALTADENA |
|---|---|---|
| 10° | −0.043, +0.043 | +0.001, +0.086 |
| 45° | −0.125, +0.125 | +0.052, +0.302 |
| 60° | −0.108, +0.108 | +0.108, +0.325 |
| 90° | 0, 0 | +0.250, +0.250 |

In PASADENA the X doublet repeats this pattern. In ALTADENA it is the mirror image with opposite sign.

*Is the averaging good enough?* For a reaction window of 2 s, \(1/(\pi DT)=2.0\times10^{-4}\), so the leftover coherence is negligible here. The numerical check averages the singlet over reaction times and confirms the formula for \(\bar\rho\) within this bound.

*Is the transfer slow enough?* At 50 µT, \(\delta=0.00426\) Hz, far below \(J\). Let \(\delta\) grow as \(e^{kt}\) to 800 Hz in 3 s, so that \(k=\ln(800/0.00426)/(3\ \mathrm s)\approx4.0\ \mathrm{s^{-1}}\). The angle \(\varphi\) of the effective field, with \(\tan\varphi=\delta/|J|\), changes at the rate \(k|J|\delta/D^2\le k/2\approx2\ \mathrm{s^{-1}}\). This is small compared with \(2\pi D\ge2\pi|J|\approx44\ \mathrm{s^{-1}}\). Integrating the ramp gives a final population of 0.99998 in \(\alpha\beta\) for \(J>0\), and the same in \(\beta\alpha\) for \(J<0\). The missing \(2\times10^{-5}\) is almost entirely not a failure to follow: the exact high-field eigenstate itself has the population \(\tfrac12(1+\delta/D)\approx1-J^2/4\delta^2=0.99998\) in that level.

If the same ramp takes 1 ms, the population of \(\alpha\beta\) is 0.50: the state has no time to follow. The populations are then those of PASADENA, but the coherence between \(\alpha\beta\) and \(\beta\alpha\) is still present. The PASADENA spectrum results if that coherence is lost before the pulse.

*How good is weak coupling?* With the full coupling kept, the PASADENA A lines at 45° become −0.1245 and +0.1254 instead of ∓0.1250. The largest error of the simple formula at this angle is \(4.6\times10^{-4}\), or 0.4% of the line amplitude. It falls to \(4.5\times10^{-5}\) when \(\delta\) is made ten times larger, as expected for a correction of order \(J/\delta\). The best angle for the highest-frequency line moves to 45.2°, so 45° is a weak-coupling result. The zero at 90° is one too: the small term \(\frac{J\delta}{2D^2}(I_z-S_z)\) in \(\bar\rho\) leaves lines of magnitude about 0.002, in phase within each doublet and opposite for A and X. The strong ALTADENA line at 45° drops from 0.302 to 0.300.

**How large is the gain?**

A thermal sample has \(\rho=(\tfrac12+PI_z)(\tfrac12+PS_z)\), with \(P=\tanh(h\nu_0/2k_BT_s)\) at Larmor frequency \(\nu_0\) and sample temperature \(T_s\). Its polarisation term is \(\tfrac P2(I_z+S_z)\). After a 90° pulse each line has amplitude \(\tfrac P2\cdot\tfrac12=\tfrac P4\). At 400 MHz and 298 K, \(P=3.22\times10^{-5}\) and \(P/4=8.05\times10^{-6}\). For equal numbers of molecules, the PASADENA gain per line at 45° is

\[
\frac{1/8}{P/4}=\frac1{2P}\approx1.55\times10^4 .
\]

The strong ALTADENA line at 45° gains \(0.3018/(8.052\times10^{-6})\approx3.75\times10^4\). Both figures neglect relaxation.

If a fraction \(x\) of the hydrogen is para and the rest is spread equally over the three triplet states,

\[
\rho=x\rho_S+\frac{1-x}3(1-\rho_S)=\frac{1-x}3+\frac{4x-1}3\,\rho_S .
\]

The first term is a multiple of the unit operator and gives no signal, so every amplitude is multiplied by \((4x-1)/3\). At \(x=\tfrac14\) the signal vanishes. At \(x=\tfrac12\) the factor is \(\tfrac13\), and the PASADENA gain becomes about \(5.2\times10^3\).

**Linewidth**

Antiphase lines cancel where they overlap. Let the signal decay as \(e^{-\pi Wt}\), where \(W\) is the full width at half height. The Fourier integral of one line at distance \(\Delta\) from its centre, divided by its value at the centre, has the real part

\[
\mathrm{Re}\,\frac{\pi W}{\pi W+i2\pi\Delta}=\frac1{1+(2\Delta/W)^2}.
\]

At the centre of one PASADENA line its partner, at \(\Delta=J\), subtracts this fraction. For \(W=1\) Hz and \(J=7\) Hz the fraction is \(1/197\), and the height falls from 0.1250 to 0.1244. For \(W\gg|J|\) the fraction left at the nominal line positions is about \((2J/W)^2\), but these positions are no longer the extrema. Let \(L=1/(1+x^2)\) with \(x=2\Delta/W\), and measure \(\Delta\) from the centre of the doublet. The shape is then \(L(\Delta-J/2)-L(\Delta+J/2)\approx-J\,dL/d\Delta=(2J/W)\,2x/(1+x^2)^2\). Its derivative vanishes when \(1-3x^2=0\), that is at \(\Delta=\pm W/(2\sqrt3)\), where \(2|x|/(1+x^2)^2=3\sqrt3/8\). The peak height relative to an isolated line is therefore \((3\sqrt3/4)\,|J|/W\approx1.3\,|J|/W\), where the comparison is with a line of the same width. An isolated line itself has the height \(\int_0^\infty e^{-\pi Wt}\,dt=1/(\pi W)\) per unit amplitude, so the absolute peak height of the doublet falls as \(|J|/W^2\). In a poorly shimmed magnet a PASADENA signal can thus be lost even at 45°. An ALTADENA doublet keeps its net area \(\tfrac s2\sin\theta\) on A, and the opposite area on X.

## Values computed for the example and the checks

```
Proton Larmor frequency: 400 MHz
Temperature: 298 K
Shift difference: 2.0 ppm
delta at high field: 800.0 Hz
J: 7.0 Hz;  J/delta: 0.00875
Offsets nuA, nuX: 1000.0, 200.0 Hz
Low field: 50 microtesla
delta at low field: 0.00426 Hz
Reaction window: 2.0 s;  ramp time: 3.0 s
Largest deviation of age-averaged rho from formula: 1.92e-05
Bound 1/(pi D T): 1.99e-04
In-phase coefficient J delta/(2 D^2): 0.00437
Slow ramp, J>0, population of alpha-beta: 0.999979
Slow ramp, J<0, population of beta-alpha: 0.999979
1 ms ramp, J>0, population of alpha-beta: 0.5007
Line frequencies, low to high (Hz): +196.5  +203.5  +996.5  +1003.5
Amplitudes below: same line order, dimensionless
PASADENA weak coupling, 10 deg: -0.0428  +0.0428  -0.0428  +0.0428
PASADENA weak coupling, 45 deg: -0.1250  +0.1250  -0.1250  +0.1250
PASADENA weak coupling, 60 deg: -0.1083  +0.1083  -0.1083  +0.1083
PASADENA weak coupling, 90 deg: +0.0000  -0.0000  +0.0000  +0.0000
ALTADENA weak coupling, 10 deg: -0.0862  -0.0007  +0.0007  +0.0862
ALTADENA weak coupling, 45 deg: -0.3018  -0.0518  +0.0518  +0.3018
ALTADENA weak coupling, 60 deg: -0.3248  -0.1083  +0.1083  +0.3248
ALTADENA weak coupling, 90 deg: -0.2500  -0.2500  +0.2500  +0.2500
PASADENA full H, age average, 45 deg: -0.1254  +0.1245  -0.1245  +0.1254
ALTADENA full H, slow ramp, 45 deg: -0.2995  -0.0518  +0.0518  +0.2995
ALTADENA full H, slow ramp, J<0, 45 deg: +0.2995  +0.0518  -0.0518  -0.2995
Largest PASADENA weak-coupling error at delta: 4.63e-04
Same error at 10 delta: 4.54e-05
Best angle, PASADENA weak coupling: 45.000 deg
Best angle, PASADENA full H, top line: 45.178 deg
Best angle, ALTADENA strong line: 60.000 deg
Thermal polarisation P: 3.2210e-05
Thermal line amplitude at 90 deg: 8.0524e-06
PASADENA gain per line, 45 deg vs thermal 90 deg: 15523
ALTADENA gain, strong line, 45 deg vs thermal 90 deg: 37477
Para fraction 0.50: signal scale 0.3333
PASADENA gain at that para fraction: 5174
Linewidth (full width at half height): 1.0 Hz
Heights relative to an isolated unit line, 45 deg:
PASADENA: -0.1244  +0.1244  -0.1244  +0.1244
ALTADENA: -0.3020  -0.0533  +0.0533  +0.3020
```
